# Cross-polarization contact time and bias in T2 and T3 populations

## Form of the answer

A silicon signal that grows by cross-polarization from protons, while the protons relax, has the two-exponential shape $e^{-rt}-e^{-kt}$. Here $t$ is the contact time, $k=1/\tau$ is the transfer rate and $r=1/T_{1\rho}$ is the proton relaxation rate in the rotating frame. Exchanging $k$ and $r$ only reverses the sign of this difference, so the position $t^*$ of its extremum cannot change. Since $\tau$ and $T_{1\rho}$ are the only times available, dimensions and symmetry together require

$$t^*=\sqrt{\tau T_{1\rho}}\;F(u),\qquad u=\tfrac12\ln\frac{T_{1\rho}}{\tau},\qquad F(-u)=F(u).$$

The optimum contact time therefore depends on the site through $\tau$. Two sites with different $\tau$ and the same $T_{1\rho}$ need not peak together, and their intensity ratio need not equal their population ratio. The kinetics supply $F$ and the size of the error.

## Sites, reservoirs and rate equations

T2 and T3 denote silicon sites here, not relaxation times. T2 is CH$_3$Si(OSi)$_2$(OH) and T3 is CH$_3$Si(OSi)$_3$. Their fractions are $f_2$ and $f_3=1-f_2$, with no other silicon sites present. Subscripts 2 and 3 label their transfer times $\tau_i=1/k_i$.

During contact both nuclei are spin-locked, and each group of spins is assumed to have a spin temperature. A spin 1/2 with splitting $\hbar\omega$ at inverse temperature $\beta$ has mean energy

$$-\frac{\hbar\omega}{2}\tanh\frac{\hbar\omega\beta}{2}\simeq-\frac{\hbar^2\omega^2}{4}\beta .$$

A reservoir of $N$ spins thus has energy $-C\beta$ with $C=N\hbar^2\omega^2/4$, where $\omega$ is the nutation frequency. When the nutation frequencies are matched, the ratio of heat capacities is a ratio of spin numbers.

First-order exchange drives the silicon towards the proton inverse temperature $\beta_H$. Conservation of energy fixes the return term, so that with $\varepsilon_i=C_i/C_H$

$$\frac{d\beta_i}{dt}=k_i(\beta_H-\beta_i),\qquad
\frac{d\beta_H}{dt}=-r\beta_H-\sum_i\varepsilon_i k_i(\beta_H-\beta_i).$$

Relaxation of the spin-locked silicon has been omitted. Natural silicon contains few $^{29}$Si nuclei, so $\varepsilon_i\ll1$ and the sum is dropped as well. Measuring $\beta$ in units of the initial $\beta_H$, the protons follow

$$h(t)=e^{-rt}.$$

Let $g_i=\beta_i$ in these units. It is the signal per silicon of site $i$, and $g_i=1$ means complete transfer without loss. The contact starts with no silicon polarization, so $g_i(0)=0$. The measured intensities are $A f_i g_i(t)$, where $A$ contains the polarization gain and the receiver gain. It is common to both sites and cancels in their ratio.

## Solution for one site

The site index is dropped in this section and the next. The equation to solve is $g'+kg=ke^{-rt}$. Multiplication by $e^{kt}$ turns the left side into a total derivative:

$$\frac{d}{dt}\left(e^{kt}g\right)=k\,e^{(k-r)t}.$$

Integrating from 0 to $t$ with $g(0)=0$, and then multiplying by $e^{-kt}$, gives

$$e^{kt}g=\frac{k}{k-r}\left[e^{(k-r)t}-1\right],\qquad
g(t)=\frac{k}{k-r}\left(e^{-rt}-e^{-kt}\right).$$

For $k=r$ the integrand is the constant $k$, so $g=kt\,e^{-kt}$. With $a=k-r$, a form that avoids subtracting nearly equal numbers is

$$g(t)=k\,e^{-rt}\,\frac{1-e^{-at}}{a}.$$

An implementation should evaluate $1-e^{-at}$ as $-\mathrm{expm1}(-at)$ and switch to the equal-rate form when $a$ vanishes.

## Contact time of maximum signal

Differentiation gives

$$g'(t)=\frac{k}{k-r}\left(k e^{-kt}-r e^{-rt}\right)
=\frac{k\,e^{-kt}}{k-r}\left[k-r e^{(k-r)t}\right].$$

If $k>r$, the prefactor is positive and the bracket falls from $k-r>0$ through zero. If $k<r$, the prefactor is negative and the bracket rises from $k-r<0$ through zero. In both cases $g'$ is positive first and negative afterwards, so there is one maximum. It lies where $e^{(k-r)t}=k/r$:

$$\boxed{t^*=\frac{\ln(k/r)}{k-r}=\frac{\tau T_{1\rho}}{T_{1\rho}-\tau}\ln\frac{T_{1\rho}}{\tau}}$$

To recover the symmetric form, write $k=s e^{u}$ and $r=s e^{-u}$ with $s=1/\sqrt{\tau T_{1\rho}}$. Then $\ln(k/r)=2u$ and $k-r=2s\sinh u$, so

$$t^*=\sqrt{\tau T_{1\rho}}\;\frac{u}{\sinh u}.$$

This $F(u)$ is even and tends to 1 at $u=0$. Equal times therefore give $t^*=\tau$, in agreement with $g'=ke^{-kt}(1-kt)$ for that case.

At the maximum, $g'=k(h-g)=0$ requires $g(t^*)=h(t^*)$. The silicon curve meets the proton curve at its own peak: below the proton curve it rises, and above it it falls. The peak height follows with $\lambda=\tau/T_{1\rho}=r/k$. Since

$$r t^*=\frac{r}{k-r}\ln\frac{k}{r}=-\frac{\lambda}{1-\lambda}\ln\lambda,$$

the height is

$$g(t^*)=e^{-rt^*}=\lambda^{\lambda/(1-\lambda)}.$$

For fast transfer, $\lambda\ll1$, the peak is near $\tau\ln(T_{1\rho}/\tau)$ and its height approaches 1. For slow transfer, $\lambda\gg1$, the exponent approaches $-1$. The peak is then near $T_{1\rho}\ln(\tau/T_{1\rho})$ and has a height of about $T_{1\rho}/\tau$: most of the proton order is lost before it can be transferred.

The curvature follows from differentiating $g'=k(h-g)$ once more. At the peak $g'=0$, $h'=-rh$ and $h=g$, so $g''=-kr\,g$. Hence, for a small offset $\delta$,

$$g(t^*+\delta)\simeq g(t^*)\left[1-\frac{\delta^2}{2\tau T_{1\rho}}\right].$$

The signal is insensitive to a small error in contact time. The ratio of two sites does not share this property.

## Bias of the population ratio

One spectrum gives

$$R(t)=\frac{f_2g_2(t)}{f_3g_3(t)}=\frac{f_2}{f_3}\,b(t),\qquad b=\frac{g_2}{g_3}.$$

Reading $R$ as $f_2/f_3$ reports an apparent fraction

$$f_2^{\rm app}=\frac{f_2b}{f_2b+f_3},\qquad
f_2^{\rm app}-f_2=\frac{f_2f_3(b-1)}{f_2b+f_3}.$$

The second expression follows by putting both terms over the common denominator and using $1-f_2=f_3$. The reading is correct when $b=1$.

Suppose first that proton spin diffusion gives both sites the same $T_{1\rho}$, and that T2 transfers faster, $k_2>k_3$. The hydroxyl proton, which T3 lacks, makes this order plausible, but the order is an input to the model.

**Start.** For small $t$, $g_i\simeq k_it$, so $b\to k_2/k_3=\tau_3/\tau_2>1$. A very short contact compares transfer rates as much as populations.

**Steady fall.** The logarithm of the stable form, with $a_i=k_i-r$, gives

$$\frac{g_i'}{g_i}=-r+q(a_i,t),\qquad
q(a,t)=\frac{a e^{-at}}{1-e^{-at}}=\frac{a}{e^{at}-1}.$$

The common $-r$ cancels, leaving $d\ln b/dt=q(a_2,t)-q(a_3,t)$. With $x=at$,

$$\frac{\partial q}{\partial a}=\frac{e^x-1-xe^x}{(e^x-1)^2}.$$

The numerator is zero at $x=0$ and has derivative $-xe^x$. It therefore rises to zero for negative $x$ and falls from zero for positive $x$, so it is negative on both sides. At $x=0$ the quotient has the limit $-1/2$. Thus $q$ decreases with $a$, and because $a_2>a_3$, $b$ falls at all contact times.

**Late limit.** If $\tau_3<T_{1\rho}$, both $a_i$ are positive and $(1-e^{-a_it})/a_i\to1/a_i$. Since $a_i/k_i=1-\tau_i/T_{1\rho}$,

$$b(\infty)=\frac{k_2a_3}{k_3a_2}=\frac{1-\tau_3/T_{1\rho}}{1-\tau_2/T_{1\rho}}<1.$$

If $\tau_3\ge T_{1\rho}$, the factor $(1-e^{-a_3t})/a_3$ grows without bound. The corresponding T2 factor either saturates or grows more slowly, so $b\to0$. In either case $b$ passes through 1 once.

**Position of the crossing.** The optimum can be written as

$$t_i^*=\int_0^\infty\frac{dx}{(x+k_i)(x+r)},$$

as partial fractions confirm. The integrand decreases with $k_i$, so $t_2^*<t_3^*$. At $t_3^*$ the slower site meets the proton curve, $g_3=h$. The faster site is already past its peak, where $g_2'<0$ means $g_2>h$. Hence $b(t_3^*)>1$.

For a common $T_{1\rho}$, the faster site is therefore over-reported up to and including the later of the two maxima. The unbiased contact time $t_\times$ comes after both, and beyond it the faster site is under-reported. Equating $g_2$ and $g_3$ and cancelling $e^{-rt}$ gives the equation to solve, for $\tau_3<T_{1\rho}$:

$$\frac{1-e^{-a_2t_\times}}{1-\tau_2/T_{1\rho}}=\frac{1-e^{-a_3t_\times}}{1-\tau_3/T_{1\rho}}.$$

The total signal rises while both sites rise and falls while both fall. Its maximum lies between $t_2^*$ and $t_3^*$, where T2 is still over-reported. Optimizing the total signal therefore does not remove the bias.

## Worked example

Take $f_2=0.30$, $f_3=0.70$, $\tau_2=1.0$ ms, $\tau_3=2.5$ ms and $T_{1\rho}=15$ ms. The two optima are

$$t_2^*=\frac{15}{14}\ln15=2.90\ \text{ms},\qquad
t_3^*=\frac{2.5\times15}{12.5}\ln6=5.38\ \text{ms}.$$

The peak signals per silicon are 0.824 for T2 and 0.699 for T3. Even if each site is read at its own maximum, the apparent fraction is

$$\frac{0.30\times0.824}{0.30\times0.824+0.70\times0.699}=0.336,$$

because the peak heights differ.

At a single contact of 1 ms, $g_2=0.608$ and $g_3=0.318$, so $b=1.91$ and

$$f_2^{\rm app}=\frac{0.30\times0.608}{0.30\times0.608+0.70\times0.318}=0.450.$$

This is 50% above the true value. The dependence on contact time is:

| $t$ (ms) | $b$ | $f_2^{\rm app}$ |
|---:|---:|---:|
| 0.50 | 2.17 | 0.482 |
| 2.00 | 1.55 | 0.399 |
| 4.58 | 1.12 | 0.325 |
| 5.38 | 1.06 | 0.313 |
| 6.65 | 1.00 | 0.300 |
| 10.0 | 0.926 | 0.284 |
| 30.0 | 0.893 | 0.277 |

The total signal peaks at 4.58 ms, where T2 is over-reported by about 8% of its true value. The unbiased time is 6.65 ms. The last row has reached the late limit, $(1-1/6)/(1-1/15)=0.893$.

The total signal stays within 5% of its maximum from 3.0 to 6.8 ms. Across that window the apparent fraction runs from 0.362 to 0.299. A contact time chosen by signal strength alone can thus leave an error of about 21% of the true T2 fraction, although the spectra look almost equally strong.

The degree of condensation is the fraction of the three possible siloxane links that have formed:

$$c=\frac{2f_2+3f_3}{3}=1-\frac{f_2}{3}.$$

It is truly 0.900 and appears as 0.850 at 1 ms. The factor 1/3 makes the error look modest in $c$. The silanol content per silicon equals $f_2$ in this two-site network and carries the full error.

## Why one contact time cannot settle the matter

A single spectrum supplies one number, $R$, while the model contains $f_2$ and an unknown $b$. A second network shows the consequence. Keep $\tau_3$ and $T_{1\rho}$ fixed, but let $\tau_2=2.0$ ms and $f_2=0.367$. At 2 ms both networks show $f_2^{\rm app}=0.399$, although their true fractions are 0.300 and 0.367. At 10 ms they separate, showing 0.284 and 0.364. The first spectrum alone cannot tell more T2 sites from faster transfer to them.

This also limits comparisons between samples. A fixed contact time preserves ratios of $f_2/f_3$ between samples if $b$ is the same in all of them. A treatment that changes proton density or mobility may change $b$, and the change would then be read as chemistry.

## Unequal proton relaxation

If the protons near T2 and T3 do not share one $T_{1\rho}$, the ordering argument fails, because the two silicon curves no longer refer to the same proton curve. Let the T2 protons have $T_{1\rho}=6$ ms and keep all other parameters. The crossing moves to 3.34 ms, before the T3 maximum. The apparent fraction is 0.436 at 1 ms, 0.229 at 5.38 ms, 0.140 at 10 ms and 0.021 at 30 ms.

The late fall has a direct cause. Both sites have $k_i$ larger than their proton relaxation rate, so at long contact each signal follows its own protons and

$$b\propto e^{-(1/6-1/15)t/\text{ms}}=e^{-0.10\,t/\text{ms}}.$$

There is then no constant late limit, and a long contact can almost erase the T2 line. Lengthening the contact is a safe remedy neither here nor in the common-$T_{1\rho}$ case, where the ratio settles at a biased value.

## Recovering the populations

Record both line areas at a series of contact times and fit

$$I_i(t)=A_i\,\frac{k_i}{k_i-r}\left(e^{-rt}-e^{-k_it}\right),\qquad f_2=\frac{A_2}{A_2+A_3}.$$

A series confined to the late decay fixes the populations poorly: there each signal tends to $A_i\,e^{-rt}k_i/(k_i-r)$ when $k_i>r$, and $A_i$ cannot be separated from $k_i$. Shorter contacts are needed as well. Fitting the logarithms of the amplitudes and times keeps them positive.

A separate fit of each site has a hidden ambiguity. If $k$ and $r$ are exchanged and the amplitude becomes $A'$, the curve is

$$A'\frac{r}{r-k}\left(e^{-kt}-e^{-rt}\right)=A'\frac{r}{k-r}\left(e^{-rt}-e^{-kt}\right).$$

It coincides with the original when $A'=Ak/r=A\,T_{1\rho}/\tau$. Both solutions fit equally well, even without noise. In the example the exchanged amplitudes are $0.30\times15=4.50$ and $0.70\times6=4.20$, which would give $f_2=0.517$.

When a common $T_{1\rho}$ is justified, a joint fit removes the ambiguity. The T2 curve contains the times 1.0 and 15 ms, and the T3 curve contains 2.5 and 15 ms. The time they share is 15 ms, which must be $T_{1\rho}$. The search for the best fit can still stop at a false minimum if it starts near the exchanged times. It should be started from several sets of times, and the solution with the smallest residual kept. If the protons do not share one $T_{1\rho}$, further information must show which fitted time is which, for example a separate measurement of $T_{1\rho}$ for the protons coupled to each site.

For 14 noise-free contacts from 0.1 to 30 ms, the joint fit returns $f_2=0.300$. This shows that the populations can be identified, not how precisely noisy data would fix them.

Once $\tau_i$ and $T_{1\rho}$ are known, a single spectrum can be corrected by dividing each area by its $g_i(t)$. The correction may be carried to another sample only if the kinetics carry over too.

## The model beside real organosilicate dielectrics

The transfer times and proton $T_{1\rho}$ used here are round numbers chosen to illustrate the model, not values measured on a material or fitted to one. Real films may also contain other silicon sites, which need their own terms. The sizes of the neglected effects, for the example's numbers, are as follows.

- **Finite silicon heat capacity.** There are $4\times0.30+3\times0.70=3.30$ protons per silicon. With a $^{29}$Si abundance of 0.047, the heat-capacity ratio is $0.047/3.30=0.014$, provided spin diffusion links all protons into one reservoir within the contact time. At the total-signal maximum this shifts $f_2^{\rm app}$ by $-0.0002$.
- **Silicon relaxation.** An assumed $^{29}$Si rotating-frame time of 500 ms shifts it by $+0.0003$. With this and the heat capacity included in the data, the joint fit returns 0.301.
- **Spread of transfer times.** Splitting each site into equal halves with 0.5 and 1.5 times its $\tau_i$ shifts $f_2^{\rm app}$ by only $-0.001$ at the total-signal maximum, because the shift changes sign at a slightly longer contact. At 1 ms it is $-0.027$. The joint fit returns 0.306, an error of 2% of the true fraction.
- **High-temperature approximation.** At a proton frequency of 400 MHz and 300 K, $h\nu/k_BT=6.4\times10^{-5}$. Ideal spin-locking preserves the equilibrium proton polarization, so $\hbar\omega\beta_H$, with $\omega$ the nutation frequency and $\beta_H$ before normalization, starts at this same small value. The linear energy law is therefore adequate.

Among the departures evaluated here, unequal proton relaxation gives the largest shift near the total-signal maximum. Poorly connected proton domains could cause it. At 4.58 ms, shortening $T_{1\rho}$ of the T2 protons from 15 to 6 ms moves the apparent fraction from 0.325 to 0.253. Applied to such data, the joint fit with one $T_{1\rho}$ has its best minimum at $f_2=0.12$, with a root-mean-square residual of only about 0.01, so several starts do not guard against this error. The common-$T_{1\rho}$ assumption should therefore be checked before the joint fit is trusted.

Coherent dipolar oscillations are not described by the rate equations used here, and their effect on $f_2$ has not been estimated. Si–H distances of about 2.4 Å (methyl) and 2.2 Å (hydroxyl) give rigid couplings of about 1.6 and 2.2 kHz, so the coherent stage can extend to about 1 ms, the scale of the example's transfer times. A silicon that exchanges only with its own three or four protons also levels off well below $g=1$, at a value that differs between T2 and T3; the model assumes that spin diffusion removes this limit. Magic-angle spinning, which changes the matching condition and slows proton spin diffusion, is likewise not treated. If the earliest points depart systematically from the fit, they should be left out or treated with a model that includes the coherent stage. The remaining values are in the numerical output that follows.

## Values computed for the example and the checks

```
true T2 fraction: 0.30; T3 fraction: 0.70
transfer time T2: 1.0 ms; T3: 2.5 ms
common proton T1rho: 15.0 ms
true degree of condensation: 0.900
contact time of maximum, T2: 2.901 ms
contact time of maximum, T3: 5.375 ms
maximum signal per Si, T2: 0.8241
maximum signal per Si, T3: 0.6988
contact time of maximum total signal: 4.582 ms
maximum total signal: 0.7181
unbiased contact time: 6.651 ms
bias limit, short contact: 2.500
bias limit, long contact: 0.8929
contact ms | g2 | g3 | bias | apparent f2 | condensation
  0.500 | 0.3864 | 0.1782 | 2.1688 | 0.4817 | 0.8394
  1.000 | 0.6082 | 0.3182 | 1.9111 | 0.4503 | 0.8499
  2.000 | 0.7927 | 0.5110 | 1.5512 | 0.3993 | 0.8669
  2.901 | 0.8241 | 0.6130 | 1.3444 | 0.3656 | 0.8781
  4.582 | 0.7785 | 0.6922 | 1.1247 | 0.3252 | 0.8916
  5.375 | 0.7438 | 0.6988 | 1.0643 | 0.3133 | 0.8956
  6.651 | 0.6863 | 0.6863 | 1.0000 | 0.3000 | 0.9000
 10.000 | 0.5500 | 0.5941 | 0.9258 | 0.2841 | 0.9053
 30.000 | 0.1450 | 0.1624 | 0.8929 | 0.2768 | 0.9077
95% total-signal window: 3.005 to 6.809 ms
apparent f2 at window ends: 0.3623, 0.2987
unequal case, T1rho of T2 protons: 6.0 ms
unequal case, unbiased contact time: 3.342 ms
unequal case, apparent f2 at 1.000 ms: 0.4361
unequal case, apparent f2 at 5.375 ms: 0.2290
unequal case, apparent f2 at 10.000 ms: 0.1405
unequal case, apparent f2 at 30.000 ms: 0.0209
twin network: T2 transfer time 2.0 ms, f2 0.3672
apparent f2 at 2.0 ms, original and twin: 0.3993, 0.3993
apparent f2 at 10.0 ms, original and twin: 0.2841, 0.3635
exchanged-time amplitudes T2, T3: 4.50, 4.20
f2 from exchanged-time amplitudes: 0.5172
series: 14 contacts, 0.1 to 30.0 ms
f2 from series fit, ideal data: 0.3000
protons per Si: 3.30; 29Si abundance: 0.047
29Si/proton heat-capacity ratio: 0.0142
assumed 29Si T1rho: 500 ms
f2 shift at total maximum, heat capacity: -0.00024
f2 shift at total maximum, 29Si relaxation: +0.00032
f2 shift at total maximum, 50% spread: -0.00102
f2 from series fit, heat + 29Si relaxation: 0.3010
f2 from series fit, 50% spread: 0.3061
h nu/(k T) at 400 MHz, 300 K: 6.40e-05
```
